# The screening length of a dielectric slab for a mid-plane charge, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. From the boundary-value problem to the screening length

Two like elementary charges, held 2 nm apart in the mid-plane of a slab of thickness 0.6 nm and relative permittivity 12, repel each other with an energy of 445.9 meV. A formula in which the slab appears through a single length, 3.575 nm, gives 446.1 meV. If that length is replaced by 3.300 nm, which is what the polarization parallel to the slab supplies by itself, the formula gives 460.1 meV. And if the charges are brought to 0.1 nm from each other, the formula with 3.575 nm falls 23% below the energy in the full slab. The length has to be explained, and so does the range in which it can be trusted.

### Model and conventions

The slab fills $|z| < d/2$ and extends without limit in the plane. It is uniform, isotropic, linear and static, with relative permittivity $\varepsilon > 1$ that does not depend on wavevector. Vacuum lies on both sides. The numbers $d = 0.6$ nm and $\varepsilon = 12$ are round model parameters and stand for no particular material. SI equations are used throughout.

A free point charge $Q$ sits at the origin, in the mid-plane. With $\mathbf r$ the in-plane position, Gauss's law for the displacement reads

$$
\nabla \cdot [ \varepsilon(z) \nabla \phi ] = - \frac{Q}{\varepsilon_0} \, \delta^{2}(\mathbf r) \, \delta(z) ,
$$

where $\varepsilon(z)$ equals $\varepsilon$ inside and 1 outside. The system is translationally invariant in the plane, so we use the Fourier transform

$$
\phi(\mathbf r, z) = \int \frac{d^2 q}{(2\pi)^2} \, e^{i \mathbf q \cdot \mathbf r} \, \phi(q, z) .
$$

Two in-plane derivatives give the factor $-q^2$, and $\delta^2(\mathbf r)$ has the transform 1. Each wavevector therefore obeys its own equation in $z$:

$$
\frac{d}{dz} \left[ \varepsilon(z) \frac{d\phi}{dz} \right] - \varepsilon(z) \, q^2 \phi = - \frac{Q}{\varepsilon_0} \, \delta(z) . \qquad (1)
$$

Without the slab, the solution that decays on both sides is $\phi = Q e^{-q|z|} / (2 \varepsilon_0 q)$. Its slope jumps by $-2q$ times its value at the origin, that is by $-Q/\varepsilon_0$, as (1) demands. This suggests a definition of the effective dielectric function for source and observer both at $z = 0$:

$$
\phi(q, 0) = \frac{Q}{2 \varepsilon_0 \, q \, \varepsilon_{\rm eff}(q)} . \qquad (2)
$$

It equals 1 when the slab is absent. The statement to be derived is that, for $qd \to 0$ at fixed $\varepsilon$,

$$
\varepsilon_{\rm eff}(q) = 1 + r_0 q + O(q^2) , \qquad r_0 = \frac{d (\varepsilon^2 - 1)}{2 \varepsilon} . \qquad (3)
$$

The choice of the mid-plane for both source and observer is part of the statement. Part 2 shows how the length changes for other planes.

### Solving for the potential at one wavevector

Inside the slab and away from the source, (1) reduces to $\phi'' = q^2 \phi$, whose solutions are $e^{qz}$ and $e^{-qz}$. The problem is symmetric under $z \to -z$, so we may write

$$
\phi(q, z) = A \left[ e^{-q|z|} + 2 C \cosh(qz) \right] , \qquad |z| < d/2 . \qquad (4)
$$

The first term carries the kink at the source. The second is smooth there and describes the response of the two faces.

To find $A$, integrate (1) over a vanishingly small interval around $z = 0$. The term with $q^2 \phi$ contributes nothing, because $\phi$ is finite, and what remains is

$$
\varepsilon \left[ \phi'(0^+) - \phi'(0^-) \right] = - \frac{Q}{\varepsilon_0} .
$$

The hyperbolic cosine has zero slope at the origin. The exponential has slopes $-q$ and $+q$ on the two sides, so the bracket equals $-2qA$ and

$$
A = \frac{Q}{2 \varepsilon_0 \varepsilon q} . \qquad (5)
$$

To find $C$, use the upper face $z = d/2$. Outside, the potential must decay, so it varies as $e^{-qz}$ and its slope there is $-q$ times its value. The potential is continuous, and so is the normal displacement, since the face carries no free charge. Together these conditions give a relation for the inner solution alone:

$$
\varepsilon \, \phi'(d/2^-) = - q \, \phi(d/2) . \qquad (6)
$$

By symmetry the lower face adds nothing new. Write $E = e^{-qd/2}$, $c = \cosh(qd/2)$ and $s = \sinh(qd/2)$. Inserting (4) into (6) and dividing by $qA$,

$$
\varepsilon ( - E + 2 C s ) = - ( E + 2 C c ) .
$$

Collect the terms with $C$ on the left and the others on the right:

$$
2 C ( \varepsilon s + c ) = ( \varepsilon - 1 ) E .
$$

Since $2s = e^{qd/2} - e^{-qd/2}$ and $2c = e^{qd/2} + e^{-qd/2}$, the factor on the left is

$$
2 ( \varepsilon s + c ) = ( \varepsilon + 1 ) e^{qd/2} - ( \varepsilon - 1 ) e^{-qd/2} .
$$

Divide by $(\varepsilon + 1) e^{qd/2}$ and define $\beta = (\varepsilon - 1)/(\varepsilon + 1)$. Then

$$
C = \frac{ \beta e^{-qd} }{ 1 - \beta e^{-qd} } . \qquad (7)
$$

At the position of the source, (4) gives $\phi(q,0) = A(1 + 2C)$. With the shorthand $u = \beta e^{-qd}$,

$$
1 + 2C = \frac{ 1 - u + 2u }{ 1 - u } = \frac{ 1 + u }{ 1 - u } .
$$

Comparison with (2), using (5), yields the effective dielectric function at any wavevector:

$$
\varepsilon_{\rm eff}(q) = \varepsilon \, \frac{ 1 - \beta e^{-qd} }{ 1 + \beta e^{-qd} } . \qquad (8)
$$

A finite-element solution of (1), with the decaying vacuum solution imposed at the faces, was tested against this result for $\varepsilon = 2$ and $\varepsilon = 12$, at values of $qd$ from 0.01 to 6. The two agree within a relative tolerance of $10^{-4}$.

### A form without exponentials, and its limits

Equation (8) is easier to expand when written with $t = \tanh(qd/2)$. From the definition of the hyperbolic tangent,

$$
t = \frac{ 1 - e^{-qd} }{ 1 + e^{-qd} } \quad \Rightarrow \quad e^{-qd} = \frac{ 1 - t }{ 1 + t } .
$$

Insert this and $\beta$ into (8), and multiply numerator and denominator by $(\varepsilon + 1)(1 + t)$. The numerator becomes

$$
( \varepsilon + 1 )( 1 + t ) - ( \varepsilon - 1 )( 1 - t ) = 2 + 2 \varepsilon t ,
$$

and the denominator becomes

$$
( \varepsilon + 1 )( 1 + t ) + ( \varepsilon - 1 )( 1 - t ) = 2 \varepsilon + 2 t .
$$

Hence

$$
\varepsilon_{\rm eff}(q) = \varepsilon \, \frac{ 1 + \varepsilon t }{ \varepsilon + t } = \frac{ 1 + \varepsilon t }{ 1 + t / \varepsilon } . \qquad (9)
$$

For $qd \to 0$ we have $t \to 0$ and $\varepsilon_{\rm eff} \to 1$. When the wavelength is long enough, most of the field runs through the vacuum and the effect of the slab vanishes. For large $\varepsilon$ a wavelength much longer than the thickness is not sufficient: by (9), $\varepsilon t$ must be small, which means $\varepsilon q d \ll 1$. For $qd \to \infty$ we have $t \to 1$ and $\varepsilon_{\rm eff} \to \varepsilon$. The faces are then out of reach of a field that decays within a distance $1/q$ of the charge, and the screening is that of the bulk. For $\varepsilon = 1$ the function equals 1 at every $q$, as it must.

### The small-wavevector expansion

Subtract 1 from (9). The numerator of the difference is $1 + \varepsilon t - 1 - t/\varepsilon$, so that

$$
\varepsilon_{\rm eff} = 1 + \left( \varepsilon - \frac{1}{\varepsilon} \right) \frac{ t }{ 1 + t / \varepsilon } . \qquad (10)
$$

For small argument, $t = qd/2 + O[(qd)^3]$, and the geometric series gives $t/(1 + t/\varepsilon) = t - t^2/\varepsilon + O(t^3)$. To second order in $qd$,

$$
\varepsilon_{\rm eff} = 1 + \left( \varepsilon - \frac{1}{\varepsilon} \right) \left[ \frac{ qd }{ 2 } - \frac{ (qd)^2 }{ 4 \varepsilon } \right] + O[(qd)^3] .
$$

Because $\varepsilon - 1/\varepsilon = (\varepsilon^2 - 1)/\varepsilon$, this is

$$
\varepsilon_{\rm eff} = 1 + \frac{ d ( \varepsilon^2 - 1 ) }{ 2 \varepsilon } \, q - \frac{ ( \varepsilon^2 - 1 ) d^2 }{ 4 \varepsilon^2 } \, q^2 + O(q^3) . \qquad (11)
$$

The coefficient of $q$ is the screening length (3). Both coefficients were also tested by symbolic differentiation of (8), which does not pass through the hyperbolic tangent.

For the example, $\varepsilon^2 - 1 = 143$ and $2 \varepsilon = 24$, so

$$
r_0 = 0.6 \ {\rm nm} \times \frac{143}{24} = 3.575 \ {\rm nm} = 35.75 \ \text{Å} .
$$

The slope of $\varepsilon_{\rm eff}$ at small $q$, taken from the finite-element solution, is 3.575 nm as well. The length is about six times the thickness. In general $r_0/d = (\varepsilon - 1/\varepsilon)/2$, so a strongly polarizable slab has a screening length much greater than its thickness, while a weakly polarizable one has $r_0$ smaller than $d$.

### Why the expansion stays in the denominator

One could insert (11) into (2) and expand the potential itself:

$$
\phi(q, 0) = \frac{Q}{2 \varepsilon_0} \left[ \frac{1}{q} - r_0 + O(q) \right] .
$$

This is correct as $q \to 0$, but as an approximation at finite $q$ it needs $r_0 q \ll 1$. The form

$$
\phi(q, 0) \approx \frac{ Q }{ 2 \varepsilon_0 \, q \, ( 1 + r_0 q ) } \qquad (12)
$$

needs only $qd \ll 1$, as the error bound below shows. When $\varepsilon$ is large the two conditions differ widely. At $qd = 0.3$ in the example, the full function is $\varepsilon_{\rm eff} = 2.752$, so the potential is reduced by the factor $1/2.752 = 0.363$. Equation (12) gives $1/2.788 = 0.359$. The expanded potential gives $1 - 1.788 = -0.788$, which has the wrong sign.

### How far the linear form can be trusted

The linear form lies above the full function at every $q > 0$. This follows from (10): $t < qd/2$ and $1 + t/\varepsilon > 1$, so the fraction there is smaller than $qd/2$. The linear form therefore overestimates the screening of each Fourier component.

The size of the excess can be bounded. Write $x = qd$. From (10),

$$
1 + r_0 q - \varepsilon_{\rm eff} = \left( \varepsilon - \frac{1}{\varepsilon} \right) \left[ \left( \frac{x}{2} - t \right) + \left( t - \frac{ t }{ 1 + t/\varepsilon } \right) \right] .
$$

For the first bracket, note that $\tanh y$ has the derivative $1 - \tanh^2 y \ge 1 - y^2$. Integration from zero gives $\tanh y \ge y - y^3/3$, and with $y = x/2$ the bracket is at most $x^3/24$. The second bracket equals $t^2/(\varepsilon + t)$, which is at most $x^2/(4\varepsilon)$. Now divide by $1 + r_0 q$, which is larger than $r_0 q = (\varepsilon - 1/\varepsilon) x/2$:

$$
0 < \frac{ 1 + r_0 q - \varepsilon_{\rm eff} }{ 1 + r_0 q } < \frac{ (qd)^2 }{ 12 } + \frac{ qd }{ 2 \varepsilon } . \qquad (13)
$$

The error is thus controlled by $qd$ for any $\varepsilon > 1$, and $r_0 q$ does not enter. In the example, with the excess now given relative to the full function:

| $qd$ | $\varepsilon_{\rm eff}$ | $1 + r_0 q$ | excess |
|---|---|---|---|
| 0.01 | 1.060 | 1.060 | 0.002% |
| 0.1 | 1.593 | 1.596 | 0.19% |
| 0.3 | 2.752 | 2.788 | 1.3% |
| 1 | 6.303 | 6.958 | 10% |
| 3 | 11.03 | 18.88 | 71% |

At $qd = 3$ the full function is already close to its bulk value of 12, whereas the linear form goes on rising. An implementation that needs wavevectors comparable with $1/d$ should evaluate (9), which costs no more than one hyperbolic tangent.

### The same result as a sum over image charges

Equation (8) also gives the potential in real space. Since $0 < u < 1$, the geometric series gives

$$
\frac{1}{\varepsilon_{\rm eff}} = \frac{1}{\varepsilon} \, \frac{ 1 + u }{ 1 - u } = \frac{1}{\varepsilon} \left[ 1 + 2 \sum_{n=1}^{\infty} \beta^n e^{-nqd} \right] . \qquad (14)
$$

Each term has a simple meaning. In vacuum, a charge at height $h$ above the plane of observation produces the Fourier component $Q e^{-qh}/(2 \varepsilon_0 q)$, and in real space this is the Coulomb potential at distance $\sqrt{r^2 + h^2}$. The term with index $n$ in (14), together with its factor 2, therefore represents two image charges $\beta^n Q$ at heights $+nd$ and $-nd$, in a medium of permittivity $\varepsilon$. Summing them,

$$
\phi(r) = \frac{ Q }{ 4 \pi \varepsilon_0 \varepsilon } \left[ \frac{1}{r} + 2 \sum_{n=1}^{\infty} \frac{ \beta^n }{ \sqrt{ r^2 + n^2 d^2 } } \right] . \qquad (15)
$$

In the example $\beta = 11/13 = 0.846$. The images have the same sign as the charge because $\varepsilon > 1$: the field lines are partly guided along the slab before they leave it, and the potential in the mid-plane is higher than in an unbounded medium of the same permittivity.

If the sum is cut after $n = N$, the neglected terms are smaller than a geometric series with the largest inverse distance, $1/[(N+1)d]$, taken out. With $1 - \beta = 2/(\varepsilon + 1)$, the neglected part of $4 \pi \varepsilon_0 \phi / Q$ is less than

$$
\frac{2}{\varepsilon} \, \frac{ \beta^{N+1} }{ ( 1 - \beta )( N + 1 ) d } = \frac{ \varepsilon + 1 }{ \varepsilon } \, \frac{ \beta^{N+1} }{ ( N + 1 ) d } . \qquad (16)
$$

This bound holds at every $r$ and can serve as a stopping rule.

## Part 2. Origin of the length, other planes, and real space

The symbols carried over are these. The slab has thickness $d$ and relative permittivity $\varepsilon$, with vacuum on both sides, and $\beta = (\varepsilon - 1)/(\varepsilon + 1)$. The charge is $Q$, $q$ is the in-plane wavevector and $r$ the in-plane distance. For source and observer in the mid-plane, the Fourier component of the potential is $Q/(2 \varepsilon_0 q \varepsilon_{\rm eff})$, with $\varepsilon_{\rm eff} = 1 + r_0 q - (\varepsilon^2 - 1) d^2 q^2/(4 \varepsilon^2) + O(q^3)$ and $r_0 = d(\varepsilon^2 - 1)/(2\varepsilon)$. The potential in real space is the image sum (15). The example has $d = 0.6$ nm, $\varepsilon = 12$ and $r_0 = 3.575$ nm.

This part has derived the effective dielectric function for charges in the mid-plane, the screening length $r_0$ that follows from it, a bound on the error of the linear form at each wavevector, and the potential as a sum over image charges. What remains is to trace the length to polarization along and across the slab, to find it for other planes, and to test the linear form in real space.

All numerical values are calculated from the stated model.
